# Capture number of a disk island in a circular capture cell

## A narrow strip first

Suppose an island has grown until it nearly fills its capture cell. What remains free is a thin ring of width $w$, much smaller than the cell radius $R$, and its curvature can be ignored. Let $x$ be the distance from the island edge. Adatoms land at rate $F$ per area, diffuse with constant $D$, disappear at $x=0$ and are turned back at $x=w$. In the steady state their density $n(x)$ obeys

$$D n''=-F,\qquad n(0)=0,\qquad n'(w)=0 .$$

One integration gives $n'=(F/D)(w-x)$, a second gives $n=(F/D)(wx-x^2/2)$. The average over the strip is

$$\frac1w\int_0^w n\,dx=\frac FD\left(\frac{w^2}{2}-\frac{w^2}{6}\right)=\frac{Fw^2}{3D}.$$

The island receives everything that lands in the ring, $J\simeq 2\pi R\,w F$ per unit time. The ring occupies a fraction $2\pi Rw/(\pi R^2)=2w/R$ of the cell, so the density averaged over the whole cell is $\bar n\simeq (2w/R)\,Fw^2/(3D)$. The capture number, defined by $J=D\sigma\bar n$, is therefore

$$\sigma\simeq\frac{2\pi RwF}{D}\cdot\frac{3DR}{2Fw^3}=\frac{3\pi R^2}{w^2}.$$

Three facts carry over to any island size: the intake is fixed by what lands, the density is fixed by how far adatoms must travel, and $\sigma$ is the ratio of intake to density, divided by $D$. For a small island the travel is two-dimensional, and a logarithm appears.

## Assumptions and statement

A disk island of radius $a$ lies at the centre of a circular cell of radius $R$. The covered fraction is $c=a^2/R^2$, with $0<c<1$, and $L=\ln(1/c)$.

1. Adatoms land uniformly at rate $F$ per area and diffuse independently with constant $D$.
2. The island edge absorbs perfectly, $n(a)=0$. No adatoms cross the cell boundary, $n'(R)=0$.
3. Desorption, nucleation of new islands and detachment from the island are neglected.
4. The island grows so slowly that $n$ is steady at each value of $a$.

The intake $J$ counts adatoms that reach the edge by diffusion, not atoms that land on top of the island. The mean density $\bar n$ is the number of adatoms off the island divided by the whole cell area $\pi R^2$. The capture number is dimensionless:

$$\sigma=\frac{J}{D\bar n}.$$

**Theorem.** Under these assumptions, for every $0<c<1$,

$$\sigma=\frac{4\pi(1-c)}{B(c)},\qquad B(c)=L-\frac32+2c-\frac{c^2}{2}>0 .$$

As $c\to0$, $\sigma$ approaches

$$\sigma_0=\frac{4\pi}{\ln(1/c)-3/2},$$

with a relative error of order $c$. As $c\to1$, $\sigma(1-c)^2\to12\pi$.

## Lemma 1: density and intake

*The density and the intake are*

$$n(r)=\frac{F}{4D}\left[2R^2\ln\frac ra-(r^2-a^2)\right],\qquad J=\pi F(R^2-a^2).$$

*Proof.* The steady balance of landing and diffusion in a radially symmetric cell is

$$\frac Dr\,(r n')'=-F .$$

Multiply by $r/D$ and integrate from $r$ to $R$. Since $n'(R)=0$,

$$-r n'(r)=-\frac{F}{2D}(R^2-r^2),\qquad\text{so}\qquad r n'(r)=\frac{F}{2D}(R^2-r^2).$$

The diffusive current density is $-Dn'$ outwards, hence $+Dn'(a)$ into the island. Multiplying by the perimeter gives $J=2\pi a D n'(a)=\pi F(R^2-a^2)$, which is the landing rate on the free area.

Now divide $rn'$ by $r$ and integrate from $a$, where $n=0$:

$$n(r)=\frac{F}{2D}\int_a^r\left(\frac{R^2}{\rho}-\rho\right)d\rho=\frac{F}{2D}\left[R^2\ln\frac ra-\frac{r^2-a^2}{2}\right],$$

which is the stated form. ∎

## Lemma 2: the cell average

*The mean density is $\bar n=(FR^2/4D)\,B(c)$.*

*Proof.* The number of adatoms is

$$M=2\pi\int_a^R n\,r\,dr=\frac{\pi F}{2D}\left(2R^2I_1-I_2\right).$$

Integration by parts gives the first integral,

$$I_1=\int_a^R r\ln\frac ra\,dr=\frac{R^2}{2}\ln\frac Ra-\int_a^R\frac r2\,dr=\frac{R^2}{2}\ln\frac Ra-\frac{R^2-a^2}{4}.$$

The substitution $u=r^2-a^2$, $du=2r\,dr$, gives the second,

$$I_2=\int_a^R(r^2-a^2)\,r\,dr=\frac{(R^2-a^2)^2}{4}.$$

Use $\ln(R/a)=L/2$ and $R^2-a^2=R^2(1-c)$:

$$2R^2I_1-I_2=R^4\left[\frac L2-\frac{1-c}{2}-\frac{(1-c)^2}{4}\right]=\frac{R^4}{2}\left[L-(1-c)-\frac{(1-c)^2}{2}\right].$$

The last bracket is $L-1+c-\tfrac12+c-\tfrac{c^2}{2}=B(c)$. Thus $M=\pi FR^4B/(4D)$, and division by $\pi R^2$ gives the result. ∎

## Proof of the theorem

The two lemmas give

$$\sigma=\frac{\pi FR^2(1-c)}{D}\cdot\frac{4D}{FR^2B}=\frac{4\pi(1-c)}{B}.$$

Both $F$ and $D$ cancel: in this model $\sigma$ depends on geometry alone.

**Positivity and the nearly full cell.** Put $s=1-c$. From the proof of Lemma 2, $B=-\ln(1-s)-s-s^2/2$. The series $-\ln(1-s)=s+s^2/2+s^3/3+\dots$ leaves

$$B=\frac{s^3}{3}+\frac{s^4}{4}+\dots>0 .$$

Hence $\sigma=4\pi s/B\to12\pi/s^2$ as $s\to0$. For a thin ring $s\simeq2w/R$, and $12\pi/s^2$ becomes $3\pi R^2/w^2$, the strip result.

**The small island.** Let $\Lambda=L-3/2$, so that $\sigma_0=4\pi/\Lambda$ and $B=\Lambda+2c-c^2/2$. For $c<e^{-3/2}$, where $\Lambda>0$,

$$\frac{\sigma_0}{\sigma}-1=\frac{B-\Lambda(1-c)}{\Lambda(1-c)}=\frac{c}{1-c}\left[1+\frac{2-c/2}{\Lambda}\right].$$

The right side vanishes as $c\to0$, with leading term $c(1+2/\Lambda)$. ∎

**Remark: what fixes the 3/2.** The limit of a ratio does not fix it, since $4\pi/(L-k)$ has a ratio to $\sigma$ that tends to one for any constant $k$. The error then decays only as $1/L$, because

$$\frac{L-k}{L-3/2}=1+\frac{3/2-k}{L-3/2}.$$

The constant is singled out by the limit

$$L-\frac{4\pi}{\sigma}=L-\frac{B}{1-c}=\frac{3/2-cL-2c+c^2/2}{1-c}\longrightarrow\frac32 ,$$

where $cL\to0$ has been used.

**Remark: range of the short form.** The two formulas give

| $c$ | $\sigma$ | $\sigma_0$ | $\sigma_0/\sigma-1$ |
|---|---|---|---|
| 0.001 | 2.321 | 2.324 | 0.14 % |
| 0.01 | 3.981 | 4.047 | 1.7 % |
| 0.05 | 7.487 | 8.402 | 12 % |
| 0.1 | 11.34 | 15.66 | 38 % |

The short form diverges at $c=e^{-3/2}\simeq0.223$. Nothing physical happens there; the terms $2c-c^2/2$ that keep $B$ positive have been dropped.

## Remarks on the definition

**Other averages.** If the mean is taken over the free area, the density is $\bar n/(1-c)$ and the capture number becomes $(1-c)\sigma$. If atoms landing on the island are counted as captured, the intake is $\pi FR^2=J/(1-c)$ and the capture number becomes $\sigma/(1-c)$. Either factor changes $4\pi/\sigma$ by an amount of order $cL$, which vanishes, so the constant remains $3/2$.

The density at the cell boundary behaves differently. Lemma 1 gives

$$n(R)=\frac{FR^2}{4D}(L-1+c),\qquad \frac{J}{Dn(R)}=\frac{4\pi(1-c)}{L-1+c},$$

and the constant is now 1. The reason is the difference

$$n(R)-\bar n=\frac{FR^2}{4D}\left(\frac12-c+\frac{c^2}{2}\right)=\frac{FR^2}{8D}(1-c)^2,$$

which stays finite on the scale $FR^2/D$ as the island shrinks. A capture number must be used with the density that defines it.

**Cells of different size.** In a film with many islands, a rate equation may use one mean density $\langle n\rangle$ for all of them. An island whose no-flux cell has free area $A$ then has capture number $FA/(D\langle n\rangle)$, proportional to its free capture area. The theorem instead uses the cell's own mean, and the two agree when $\bar n=\langle n\rangle$.

**Adatom lifetime.** Over a long time, the time integral of the adatom number equals the sum of the lifetimes of all adatoms that landed. Hence $M=JT$, where $T$ is the mean lifetime, and

$$T=\frac{\pi R^2\bar n}{D\sigma\bar n}=\frac{\pi R^2}{D\sigma}.$$

**Imperfect edge.** Replace $n(a)=0$ by $n(a)=\ell n'(a)$, with $\ell$ a length. The first integral in Lemma 1 used only the outer boundary, so $J$ is unchanged. The density rises everywhere by the constant $\ell n'(a)=\ell F(R^2-a^2)/(2Da)$, and its cell average by $(1-c)$ times this. Dividing by $J/D=\pi F(R^2-a^2)/D$ gives

$$\frac1{\sigma_\ell}=\frac1\sigma+\frac{(1-c)\,\ell}{2\pi a}.$$

To estimate $\ell$, let the last hop, over one row spacing $b$, have an extra barrier $E$ at thermal energy $kT$. The current density into the edge is then $j=(D/b)e^{-E/kT}n_b$, where $n_b$ is the density one row away. Extrapolating to the edge with slope $j/D$ gives $n(a)=n_b-jb/D=(jb/D)(e^{E/kT}-1)$, so $\ell\simeq b(e^{E/kT}-1)$.

## Example: islands on Rh(111)

Rhodium enters through its triangular surface lattice and its fast adatoms. Rough typical values are an atomic spacing $d=0.27$ nm, a hopping barrier of 0.16 eV and an attempt rate of $10^{13}$ s$^{-1}$. The chosen conditions are 300 K ($kT=0.02585$ eV), 0.01 monolayer (ML) per second, $a=1.5$ nm and $R=15$ nm.

The site area is $\sqrt3d^2/2=0.0631$ nm², so $F=0.158$ nm$^{-2}$s$^{-1}$. The total hop rate is $10^{13}e^{-0.16/0.02585}=2.05\times10^{10}$ s$^{-1}$. In two dimensions the mean square displacement is $4Dt$, hence

$$D=\frac{2.05\times10^{10}\times0.27^2}{4}=3.74\times10^{8}\ \text{nm}^2/\text{s}=3.74\times10^{-6}\ \text{cm}^2/\text{s}.$$

This treats every hop as a jump of length $d$ on the triangular lattice. On a real fcc(111) surface adatoms move between fcc and hcp hollows, a distance $d/\sqrt3$. If both kinds of hollow are equally favourable, the same hop rate gives a $D$ three times smaller, and $\bar n$ and $T$ three times larger. The continuum $\sigma$ is unaffected; the lattice numbers below refer to the triangular model.

With $c=0.01$ and $L=4.605$,

$$\sigma=\frac{4\pi\times0.99}{4.605-1.5+0.02-0.00005}=3.98,$$

against 4.05 from the short form and 3.44 if the boundary density is used. The cell area is 706.9 nm², and

$$J=0.1584\times706.9\times0.99=111\ \text{s}^{-1},\qquad \bar n=\frac{J}{D\sigma}=7.4\times10^{-8}\ \text{nm}^{-2}.$$

The cell thus holds $5.3\times10^{-5}$ adatoms on average, and each lives for $T=4.7\times10^{-7}$ s. Most of the time the cell is empty, and $\bar n$ is a time average. The diffusion equation still applies, because it is linear and describes the mean density of independent walkers.

**Harmless neglects.** If every atom landing in the cell joins the island, $c$ grows by 0.01 per second. The growth time $c/(0.01\ \text{s}^{-1})$ is 1 s, about two million adatom lifetimes, which supports the steady state. With a rough desorption energy of 4 eV, the chance of desorbing within $T$ is about $10^{-60}$. If taking an adatom from a kink costs roughly 1 eV, the equilibrium gas, $e^{-1/0.02585}$ per site, is a few $10^{-9}$ of the mean density.

Pairs form at rate $D\sigma_1n^2$ per area. With a rough $\sigma_1=3$, and two adatoms lost per pair, integration over the cell gives a lost fraction of $8\times10^{-5}$. This is an overestimate. Following two adatoms as random walkers on the lattice, until they become neighbours or the island captures one of them, lowers the fraction to about $3\times10^{-5}$, which corresponds to $\sigma_1\simeq1$ in this cell. Either value hardly affects $\sigma$. One monolayer brings $706.9/0.0631\simeq1.1\times10^4$ atoms to the cell, which at this fixed geometry and the lower fraction would mean about 0.2 nucleation events if every pair survives. The geometry does not stay fixed, however: as the island grows the density falls, and integrating the pair rate with $\sigma_1\simeq1$ along the growth from $c=0.01$ gives only about 0.006 events, three quarters of them before $c=0.1$.

**Lattice.** The continuum edge is blurred on the scale of $d$. The steady hopping equations were solved numerically on a triangular lattice with the same radii, where the covered fraction is 0.0097 and the theorem gives 3.95. The lattice gives 3.79 if adatoms are absorbed on island sites, and 4.22 if sites next to the island absorb too, with atoms that land on those sites counted in the intake. These differ from the continuum value by $-4$ % and $+7$ %, more than the short form differs from the full one.

**Cell shape and position.** For other cells of equal area and the same island, the density was written as $F(a^2-r^2)/(4D)$, with $r$ measured from the island centre, plus a sum of harmonic functions that vanish on the island edge. The coefficients of the sum were fitted to zero flux at the cell boundary. Relative to the centred circle, $\sigma$ changes by $-0.08$ % for a hexagon and $-0.8$ % for a square. Moving the island off centre by $0.3R$ in the circular cell lowers it by 10 %. The intake is the same, so the mean density and the mean lifetime are correspondingly higher.

**Edge barrier.** The imperfect-edge formula halves $\sigma$ when

$$\ell=\frac{2\pi a}{\sigma(1-c)}=2.39\ \text{nm}.$$

With the row spacing $b=\sqrt3d/2=0.234$ nm, this corresponds to $E=kT\ln(1+\ell/b)=0.063$ eV. Slowing the hops into the island by that barrier in the lattice model reduces its capture number to 0.54 of the value without the barrier, close to the estimate.

**Beside a real film.** Real Rh(111) islands need be neither round nor centred, and their edges need not absorb perfectly. An error in the rough hopping barrier changes $D$, $\bar n$ and $T$ strongly, but leaves $\sigma$ untouched as long as the assumptions hold. For these radii the corrections sized here leave $\sigma$ within roughly 15 % of 4, provided that the island is nearly round, the cell is about as compact as those tried, the edge captures freely and the island lies within about $0.3R$ of the centre. At room temperature an edge barrier of 0.02 eV lowers $\sigma$ by about 10 %, as much as the off-centre shift; from about 0.03 eV upwards it is a larger correction than any of the others sized here.

All numerical values are calculated from the stated model.
